# Why single-axis constants fail for the acoustic-phonon mobility of phosphorene

**The argument under review**

The argument concerns holes in monolayer phosphorene, with $x$ the armchair and $y$ the zigzag direction. It starts from the acoustic-phonon mobility of an isotropic sheet, allows for unequal masses, and inserts the constants of the transport axis $i$:

$$\mu_i^{\rm short}=\frac{e\hbar^3 C_{ii}}{kT\,m_i m_d E_i^2},\qquad m_d=\sqrt{m_xm_y}. \tag{1}$$

Here $C_{ii}$ is the sheet modulus and $E_i$ the band-edge shift per unit strain along $i$, the other strain being held at zero. The justification offered is that a carrier moving along $y$ is scattered by phonons travelling along $y$. Since $E_y$ is very small for these holes, the argument concludes that they are far more mobile along zigzag than along armchair, despite their large zigzag mass.

I do not think the conclusion follows. Scattering turns a carrier from one point of its energy contour to any other, so the phonon wavevector, which is the difference of the two, can point anywhere in the plane. That alone does not condemn (1), because it is equally true in an isotropic sheet, where (1) is correct. The fault lies in combining it with a ratio of squared coupling to stiffness that depends on direction, whether through the deformation potentials, the elastic constants or both. Both parts can be worked out in full.

**What a phonon in a general direction does**

Let a wave with wavevector $\mathbf q=q(\cos\theta,\sin\theta)$ have displacement $\mathbf u$. Its strains are $\varepsilon_{xx}=iq_xu_x$, $\varepsilon_{yy}=iq_yu_y$ and $\gamma=i(q_xu_y+q_yu_x)$. The band edge shifts by $E_x\varepsilon_{xx}+E_y\varepsilon_{yy}$. A term linear in $\gamma$ is absent: the mirror $y\to-y$ reverses $\gamma$ but leaves the energy of a non-degenerate zone-centre state unchanged. This holds at $k=0$; at finite $k$ a term $\lambda\gamma k_xk_y$ is allowed, and it is left out of the model (its size is estimated near the end). The shift is therefore $iq\,\mathbf a\cdot\mathbf u$ with

$$\mathbf a=(E_x\cos\theta,\;E_y\sin\theta).$$

The elastic energy density $\tfrac12(C_{11}\varepsilon_{xx}^2+C_{22}\varepsilon_{yy}^2+2C_{12}\varepsilon_{xx}\varepsilon_{yy}+C_{66}\gamma^2)$ becomes, for the wave amplitudes, $\tfrac12q^2\,\mathbf u^{T}\Gamma\mathbf u$, where

$$\Gamma_{xx}=C_{11}\cos^2\theta+C_{66}\sin^2\theta,\quad \Gamma_{yy}=C_{66}\cos^2\theta+C_{22}\sin^2\theta,$$
$$\Gamma_{xy}=(C_{12}+C_{66})\cos\theta\sin\theta .$$

The two in-plane branches $\lambda$ are the eigenvectors $\mathbf e_\lambda$ of $\Gamma$, with $\rho\omega_\lambda^2=q^2\Gamma_\lambda$ and $\rho$ the areal mass density. A mode in area $A$ has squared quantum amplitude $\hbar/(2\rho A\omega_\lambda)$. Absorption brings a factor $N$ and emission $N+1$. For $\hbar\omega\ll kT$ their sum is $2kT/\hbar\omega$, and the energy exchanged may be neglected. The total squared matrix element is then

$$|M|^2=\sum_\lambda q^2(\mathbf a\cdot\mathbf e_\lambda)^2\,\frac{\hbar}{2\rho A\omega_\lambda}\,\frac{2kT}{\hbar\omega_\lambda}
=\frac{kT}{A}\sum_\lambda\frac{(\mathbf a\cdot\mathbf e_\lambda)^2}{\Gamma_\lambda}=\frac{kT}{A}\,g(\theta),$$

$$g=\mathbf a^{T}\Gamma^{-1}\mathbf a=\frac{a_x^2\Gamma_{yy}-2a_xa_y\Gamma_{xy}+a_y^2\Gamma_{xx}}{\Gamma_{xx}\Gamma_{yy}-\Gamma_{xy}^2}. \tag{2}$$

The length of $\mathbf q$ has dropped out and its direction remains. On the axes $g(0)=E_x^2/C_{11}$ and $g(90^\circ)=E_y^2/C_{22}$, the combinations used in (1). Between the axes both potentials act together, and the shear modulus enters.

**Which phonons a given carrier meets**

Write $k_x=\sqrt{m_x}\,\kappa\cos\alpha$ and $k_y=\sqrt{m_y}\,\kappa\sin\alpha$. The carrier energy is then $\varepsilon=\hbar^2\kappa^2/2$, so the energy ellipse has become a circle. In these scaled coordinates a transition from $\alpha$ to $\alpha'$ needs the wavevector

$$\kappa(\cos\alpha'-\cos\alpha,\;\sin\alpha'-\sin\alpha)=2\kappa\sin\tfrac{\alpha'-\alpha}{2}\,\left(-\sin\tfrac{\alpha+\alpha'}2,\;\cos\tfrac{\alpha+\alpha'}2\right).$$

Its direction is $\beta=\tfrac12(\alpha+\alpha')+\tfrac\pi2$, up to a reversal that does not affect $g$. The real phonon angle follows from undoing the scaling:

$$\tan\theta=r\tan\beta,\qquad r=\sqrt{m_y/m_x}.$$

The area element is $d^2k'=m_d\,\kappa'd\kappa'd\alpha'=(m_d/\hbar^2)\,d\varepsilon'd\alpha'$, so final states are spread evenly in $\alpha'$. When $\alpha'$ runs once round the circle at fixed $\alpha$, $\beta$ covers a half-turn evenly, whatever $\alpha$ is. Since $g$ repeats every half-turn, the golden rule gives the total scattering rate

$$\frac{2\pi}{\hbar}\,\frac{kT}{A}\,\frac{A}{4\pi^2}\,\frac{m_d}{\hbar^2}\int_0^{2\pi}\!g\,d\alpha'=\frac{m_dkT}{\hbar^3}\langle g\rangle, \tag{3}$$

where $\langle\cdot\rangle$ is the uniform average over $\beta$. A carrier moving along $y$ thus meets the same distribution of phonon directions, and scatters equally often, as one moving along $x$. The justification given for (1) fails here.

**From scattering to mobility**

In a weak field $F$ along $i$, write the change of the distribution as $eF(-\partial f_0/\partial\varepsilon)\Lambda$. With elastic scattering, the linearized Boltzmann equation reads

$$v_i=\frac{m_dkT}{\hbar^3}\int_0^{2\pi}\frac{d\alpha'}{2\pi}\,g(\beta)\,[\Lambda(\alpha)-\Lambda(\alpha')]. \tag{4}$$

By mirror symmetry $g$ is even in $\beta$, so $g=g_0+\sum_{n\ge1}g_n\cos2n\beta$. Inserting $\beta$ gives

$$\cos2n\beta=(-1)^n\cos n(\alpha+\alpha')=(-1)^n[\cos n\alpha\cos n\alpha'-\sin n\alpha\sin n\alpha'].$$

Try $\Lambda\propto\cos\alpha$, the shape of $v_x$. The first term in the bracket of (4) gives $g_0\cos\alpha$. In the second term only $n=1$ survives the integral, which equals $-\tfrac12g_1\cos\alpha$. The difference is $(g_0+\tfrac12g_1)\cos\alpha$. For $\Lambda\propto\sin\alpha$ the sign of the $n=1$ term is reversed, and the result is $(g_0-\tfrac12g_1)\sin\alpha$. Both trial shapes reproduce themselves, so they solve (4) without approximation. With $g_0=\langle g\rangle$ and $g_1=2\langle g\cos2\beta\rangle$,

$$\frac1{\tau_i}=\frac{m_dkT}{\hbar^3}G_i,\qquad G_x=2\langle g\cos^2\beta\rangle,\qquad G_y=2\langle g\sin^2\beta\rangle. \tag{5}$$

The weights have a direct meaning: $\cos^2\beta$ is the share of the squared scaled momentum transfer that lies along $x$.

Since $\Lambda=v_i\tau_i$ with $\tau_i$ independent of energy, the mobility is $(e\tau_i/n)\sum v_i^2(-\partial f_0/\partial\varepsilon)$, where $n$ is the carrier density. Integration by parts turns the sum into $\sum f_0\,\partial v_i/\partial(\hbar k_i)=n/m_i$. Hence

$$\mu_i=\frac{e\tau_i}{m_i}=\frac{e\hbar^3}{kT\,m_im_dG_i}. \tag{6}$$

Equation (6) has the form of (1), with $E_i^2/C_{ii}$ replaced by an average over all phonon directions.

**When the shortcut is right**

In an elastically isotropic sheet $C_{11}=C_{22}$ and $C_{12}+C_{66}=C_{11}-C_{66}$. With $\mathbf n=\mathbf q/q$ this gives $\Gamma=C_{66}\,\mathbb 1+(C_{11}-C_{66})\,\mathbf n\mathbf n^T$, hence $\Gamma\mathbf n=C_{11}\mathbf n$. If also $E_x=E_y=E$, then $\mathbf a=E\mathbf n$ and $g=E^2/C_{11}$ in every direction. The averages of $2\cos^2\beta$ and $2\sin^2\beta$ are both 1, so (6) reduces to (1), even for unequal masses. Used for an anisotropic crystal, (1) gives the mobility of a fictitious crystal with the real masses but isotropic elasticity and coupling, and a different one for each axis.

**The hole case in numbers**

I take round parameters at 300 K, in the rough regime of phosphorene holes: $m_x=0.15\,m_0$, $m_y=6\,m_0$, $E_x=2.5$ eV, $E_y=0.15$ eV, and $C_{11},C_{22},C_{12},C_{66}=30,100,20,25$ N/m. Then $m_d=0.949\,m_0$ and $r=\sqrt{40}=6.32$.

The on-axis values are $E_x^2/C_{11}=0.208$ and $E_y^2/C_{22}=2.25\times10^{-4}$ eV² m/N. The averages in (5) are $G_x=0.0690$ and $G_y=4.98\times10^{-3}$ in the same unit. For zigzag transport, with $G_y=1.28\times10^{-40}$ J² m/N,

$$\tau_y=\frac{\hbar^3}{m_dkT\,G_y}=\frac{1.173\times10^{-102}}{(8.64\times10^{-31})(4.14\times10^{-21})(1.28\times10^{-40})}\ {\rm s}\approx2.56\ {\rm ps},$$

$$\mu_y=\frac{e\tau_y}{6m_0}\approx0.075\ {\rm m^2/Vs}=750\ {\rm cm^2/Vs}.$$

| Mobility, cm²/Vs | armchair $x$ | zigzag $y$ |
|---|---|---|
| shortcut (1) | 718 | 16,630 |
| full result (6) | 2169 | 751 |

The shortcut is too high by a factor of 22 along zigzag and too low by a factor of 3 along armchair. It makes zigzag the fast direction by a factor of 23, whereas the full result makes armchair faster by a factor of 2.9. A numerical solution of the Boltzmann equation on the unscaled ellipse, with the phonon branches found by diagonalizing $\Gamma$, also gives 2169 and 751 cm²/Vs.

The total scattering rate is $2.90\times10^{12}$ s⁻¹ for every direction of motion. The relaxation times nevertheless differ, 0.185 ps along $x$ and 2.56 ps along $y$, because the phonons that couple strongly change mostly the $x$ component of the scaled momentum. The numbers fit together: $\cos^2\beta+\sin^2\beta=1$ makes the total rate the mean of $1/\tau_x$ and $1/\tau_y$, here $(5.41+0.39)/2=2.90$ in units of $10^{12}$ s⁻¹.

**Where the zigzag resistance comes from**

One might expect phonons far from the zigzag axis to be responsible. They are not the main cause: 81% of the $y$-momentum loss comes from phonons within 30° of $y$. What matters is how fast $g$ rises away from the axis. It is $2.25\times10^{-4}$ eV² m/N at 90° and $7.5\times10^{-3}$ at 80°, a factor of 33 within ten degrees. The coupling stays within a factor of 2 of its on-axis value only over ±1.8°. That range holds about 15% of the phonons within 30° of $y$ (which are themselves 83% of all phonons) and about a quarter of the $\sin^2\beta$ weight in $G_y$.

The mechanism is visible in $\mathbf a$. A wave travelling almost along $y$ but displacing atoms along $x$ has a small strain $\varepsilon_{xx}=iq_xu_x$, which acts through the large $E_x$. It is nearly a shear wave, opposed by the soft modulus $C_{66}$. The slower branch accordingly supplies 92% of the $y$-momentum loss.

The limit $E_y\to0$ isolates this mechanism. Equation (1) then gives an infinite $\mu_y$, while $g=E_x^2\cos^2\theta\,(\Gamma^{-1})_{xx}$ stays finite off the axis. For a heavy $y$ mass most phonons lie near $y$, where $(\Gamma^{-1})_{xx}\approx1/C_{66}$. Using $\cos^2\theta=\cos^2\beta/D$ with $D=\cos^2\beta+r^2\sin^2\beta$,

$$G_y\approx\frac{2E_x^2}{C_{66}}J,\qquad J=\left\langle\frac{\sin^2\beta\cos^2\beta}{D}\right\rangle .$$

To find $J$, let $I=\langle\sin^2\beta/D\rangle$ and $K=\langle\sin^4\beta/D\rangle$. The standard integral $\langle1/D\rangle=1/r$ and the identity $1=\langle D/D\rangle=\langle1/D\rangle+(r^2-1)I$ give $I=1/[r(r+1)]$. Next, $J+K=I$ and $J+r^2K=\langle\sin^2\beta\rangle=\tfrac12$. Eliminating $K$ gives $(r^2-1)J=r^2I-\tfrac12=(r-1)/[2(r+1)]$, so $J=1/[2(1+r)^2]$ and

$$G_y\approx\frac{E_x^2}{C_{66}(1+r)^2}\qquad(E_y=0,\ r\gg1). \tag{7}$$

Here this is $0.25/(7.32)^2=4.7\times10^{-3}$ eV² m/N, or a mobility near 800 cm²/Vs. The full average with $E_y=0$ gives 746 cm²/Vs. The zigzag mobility of these holes is thus set mainly by the armchair deformation potential and the shear modulus, neither of which appears in the shortcut for $\mu_y$.

The sign of $E_y$ matters too, although (1) cannot register it. For equal signs of $E_x$ and $E_y$ the cross term in (2) is negative and weakens the scattering. Reversing the sign of $E_y$ lowers the mobilities to 2028 and 681 cm²/Vs.

**Why agreement along one axis proves little**

An electron-like case keeps the elastic constants, $m_x$ and $E_x$, and sets $m_y=1.2\,m_0$ and $E_y=7$ eV. The shortcut gives 1606 and 85 cm²/Vs along $x$ and $y$; the full result is 871 and 87. The zigzag value agrees within about 2%, while the armchair value is too high by a factor of 1.8.

The closeness of the zigzag value is partly accidental. Here $r$ is only 2.8, and the cross term in (2) nearly cancels the other corrections near the axis. With the sign of $E_y$ reversed the full result is 453 and 74 cm²/Vs, so the shortcut is 16% too high along zigzag and a factor of 3.5 too high along armchair. The limit of large $r$ explains why the heavy axis fares better than the light one. At any fixed $\beta\ne0$, $\tan\theta=r\tan\beta$ drives the phonon angle to 90°. Both $G_x$ and $G_y$ then tend to $E_y^2/C_{22}$, provided $E_y\neq0$. Transport along the light axis ends up governed by the constants of the heavy axis. The approach is slower for $G_x$: the exceptional phonons occupy $|\beta|\lesssim1/r$, which $\cos^2\beta$ weights fully and $\sin^2\beta$ suppresses, so they shift $G_x$ by an amount of order $1/r$ but $G_y$ only by order $1/r^3$. The leading deviation of $G_y$, of order $1/r^2$, comes instead from phonons near the $y$ axis, where $g$ departs from $E_y^2/C_{22}$ in proportion to $\cos^2\theta\approx\cot^2\beta/r^2$. In the hole case $E_y^2/C_{22}$ is so small that the correction (7) exceeds it about twentyfold, and the limit is not reached even for $\mu_y$.

**What the corrected model still leaves out**

*Energy exchange.* Let $x=\hbar\omega/kT$ and $u=\hbar^2q^2/(2m_\theta kT)$, where $1/m_\theta=\cos^2\theta/m_x+\sin^2\theta/m_y$. For a thermal carrier receiving $\hbar\mathbf q$, the energy gain in units of $kT$ is Gaussian with mean $u$ and variance $2u$. Absorption of a phonon therefore has weight $N(x)\,e^{-(x-u)^2/4u}$, against $(1/x)\,e^{-u/4}$ in the elastic limit. Since $N(x)e^{x/2}=1/[2\sinh(x/2)]$, the friction from each mode changes by the factor

$$\frac{x/2}{\sinh(x/2)}\,e^{-x^2/4u}.$$

Averaged over a drifting Maxwell distribution, with a rough $\rho=1.4\times10^{-6}$ kg/m², this gives 2173 and 759 cm²/Vs, a change of about 1% or less.

*Screening.* This correction is large. At $10^{12}$ cm⁻², in surroundings of relative permittivity $\epsilon=2.5$, the static screening wavevector $e^2n/(2\epsilon_0\epsilon kT)$ is 1.4 nm⁻¹, which lies between the thermal carrier wavevectors of 0.32 and 2.0 nm⁻¹ along $x$ and $y$. Multiplying $g$ by $[q/(q+q_s)]^2$ raises the drifting-Maxwell estimates to about 11,900 and 2100 cm²/Vs. These are lower bounds, because $\tau_i$ now depends on energy; solving the Boltzmann equation with the same screened coupling gives about 15,900 and 2400 cm²/Vs. This treatment overstates screening, because it applies the long-wavelength response at every $q$ and omits the sheet's own polarizability. With the finite-$q$ static response of the non-degenerate gas alone, the Boltzmann values drop to about 10,200 and 1760 cm²/Vs. Equation (6) is therefore a low-density result: in the same treatment screening raises the two mobilities by about 25% and 11% at $10^{11}$ cm⁻², and by about 2% and 1% at $10^{10}$ cm⁻².

*Optical phonons.* For a constant coupling $D_0$ and frequency $\omega_0$, the golden rule gives the rate $D_0^2m_d[N+(N+1)\Theta(\varepsilon-\hbar\omega_0)]/(2\rho\hbar^2\omega_0)$, where $\Theta$ is the unit step that permits emission. It has no preferred direction, so it adds directly to $1/\tau_i$. With assumed values of 1 eV/Å and 40 meV, and without screening, the mobilities fall to about 1800 and 260 cm²/Vs.

**Relation to real phosphorene**

The masses and potentials above are rough values. The valence band along zigzag is so flat that a single mass describes it poorly. Halving $m_y$, with all else fixed, raises $\mu_y$ from 751 to 1182 cm²/Vs. A hole density of $10^{12}$ cm⁻² already breaks the assumption of unscreened scattering; by the estimate above that alone could move $\mu_y$ by up to a factor of about 3 upward, while optical phonons of the assumed strength move it by a similar factor downward. The heavy mass also strains the long-wavelength form (2): the phonons that carry the $y$-momentum loss have a mean $|q_y|$ near 2.3 nm⁻¹, a quarter of the zone edge at about 9.5 nm⁻¹, and about a quarter of the loss comes from beyond a third of the edge, where phonon dispersion and wavefunction overlap are no longer negligible. That correction is not estimated here. The omitted shear term $\lambda\gamma k_xk_y$ acts through the same near-$y$ shear waves that set $\mu_y$. A crude two-hopping tight-binding estimate without internal relaxation gives $|\lambda|\approx28$ eV Å², which would move $\mu_y$ from 751 to about 850 or 660 cm²/Vs depending on its sign, and $\mu_x$ by about 2%. Charged impurities and two-phonon flexural scattering are not included. The values in the table compare two treatments of one model and do not predict a sample's mobility.

**Recommendation**

The claim of very high zigzag hole mobility should be withdrawn, since it rests on evaluating $g$ at the one angle where it nearly vanishes. The calculation should use (2), (5) and (6), which need $C_{12}$, $C_{66}$ and the relative sign of $E_x$ and $E_y$ in addition to the constants already reported. Equation (1) may be kept where $g(\theta)$ has been shown to stay close to $E_i^2/C_{ii}$ over the phonon directions that carry weight in $G_i$. The numerical output below lists the parameters and the main values used here.

## Computed results

```
temperature: 300 K; kT = 25.85 meV
hole-like masses: x 0.15, y 6.00 m0
density-of-states mass, hole-like: 0.949 m0
hole-like deformation potentials: x 2.50, y 0.15 eV
C11, C22, C12, C66: 30, 100, 20, 25 N/m
on-axis g = E^2/C, hole-like: x 2.083e-01, y 2.250e-04 eV^2 m/N
averaged G, hole-like: x 6.900e-02, y 4.984e-03 eV^2 m/N
shortcut mobility, hole-like: x 718, y 16630 cm^2/Vs
full mobility, hole-like: x 2169, y 751 cm^2/Vs
numerical Boltzmann mobility, hole-like: x 2169, y 751 cm^2/Vs
shortcut/full, hole-like: x 0.331, y 22.153 (ratio)
mobility ratio y/x: shortcut 23.15, full 0.346
relaxation time, hole-like: x 0.185, y 2.561 ps
total scattering rate, any direction: 2.898e+12 1/s
final states with phonon within 30 deg of x: 5.8 %
x-momentum loss from phonons within 30 deg of x: 37.6 %
y-momentum loss from phonons within 30 deg of y: 81.1 %
y-momentum loss from the slower branch: 92.3 %
g at phonon angle 0 deg: 2.083e-01 eV^2 m/N
g at phonon angle 30 deg: 2.265e-01 eV^2 m/N
g at phonon angle 60 deg: 6.906e-02 eV^2 m/N
g at phonon angle 80 deg: 7.496e-03 eV^2 m/N
g at phonon angle 90 deg: 2.250e-04 eV^2 m/N
full mobility with E_y = 0: x 2103, y 746 cm^2/Vs
full mobility with E_y sign reversed: x 2028, y 681 cm^2/Vs
full mobility with m_y halved: x 2348, y 1182 cm^2/Vs
electron-like masses: x 0.15, y 1.20 m0
electron-like deformation potentials: x 2.50, y 7.00 eV
shortcut mobility, electron-like: x 1606, y 85 cm^2/Vs
full mobility, electron-like: x 871, y 87 cm^2/Vs
shortcut/full, electron-like: x 1.844, y 0.979 (ratio)
neglected effects, hole-like case:
areal mass density (rough): 1.4e-06 kg/m^2
with phonon energy exchange: x 2173, y 759 cm^2/Vs
sheet density 1e+12 cm^-2, surroundings eps 2.5
band-edge occupation: 9.3 %
screening wavevector: 1.40 1/nm
with static screening: x 11855, y 2073 cm^2/Vs
thermal wavevector: x 0.32, y 2.02 1/nm
zone edge along y (period 0.33 nm, rough): 9.52 1/nm
assumed optical phonon: 40 meV, coupling 1.0 eV/Angstrom
with optical phonons added: x 1819, y 262 cm^2/Vs
```
